# Hartree-Fock moment criterion for the symmetric Anderson impurity in gapped hosts: a program that tests the result

```python
"""Hartree-Fock moment threshold of the symmetric Anderson impurity.

Result under test: a moment m = n_up - n_down exists at T = 0 only for
    U > Uc = pi / integral_0^inf dw / (w + Gamma(w))^2,
    Gamma(w) = (2/pi) integral_0^inf Delta(e) w / (w^2 + e^2) de,
where Delta(e) = pi sum_k V_k^2 delta(e - e_k) is even in e.
A flat host gives Uc = pi*Delta; a pseudogap or gap lowers it.
U: repulsion, h = U*m/2: level shift, T: temperature as an energy,
Z: weight of the bound state in a gap. All energies are in hartree.
The independent road is diagonalization of impurity plus host levels.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import expit, hyp2f1, polygamma

EV = physical_constants["Hartree energy in eV"][0]
KELVIN = physical_constants["hartree-kelvin relationship"][0]
DELTA, WIDTH, GAP, POWER = 0.01, 0.05, 0.02, 0.2

# ---------- derived formulas, evaluated on the imaginary axis ----------
log_grid = np.linspace(-150.0, 60.0, 4201)
omega = DELTA * np.exp(log_grid)
log_step = log_grid[1] - log_grid[0]


def integrate(values):
    """Integral over omega from 0 to infinity on the logarithmic grid."""
    return np.sum(values * omega) * log_step


def gamma_flat(w):
    return DELTA + 0.0 * w


def gamma_dip(w, r=POWER, width=WIDTH):
    """Power law inside |e| < width, flat host outside."""
    inner = (width / w) / (1 + r) * hyp2f1(
        1.0, (1 + r) / 2, (3 + r) / 2, -(width / w) ** 2)
    return 2 * DELTA / np.pi * (np.arctan(w / width) + inner)


def gamma_cut(w):
    """Host states inside the gap removed."""
    return 2 * DELTA / np.pi * np.arctan(w / GAP)


def gamma_pushed(w):
    """Host levels moved outward from e to sqrt(e^2 + GAP^2)."""
    return DELTA * w / np.hypot(w, GAP)


def threshold(gamma):
    return np.pi / integrate(1 / (omega + gamma(omega)) ** 2)


def threshold_at(gamma, temperature, terms=20000):
    w = (2 * np.arange(terms) + 1) * np.pi * temperature
    total = 2 * temperature * np.sum(1 / (w + gamma(w)) ** 2)
    end = 2 * np.pi * temperature * terms
    return 1 / (total + 1 / (np.pi * (end + gamma(end))))


def response_ratio(h, gamma):
    """F(h)/h, where F(h) is the moment produced by level shifts -h, +h."""
    y = omega + gamma(omega)
    return 2 / np.pi * integrate(1 / (h * h + y * y))


def formula_moment(U, gamma):
    def excess(log_h):
        return U * response_ratio(np.exp(log_h), gamma) / 2 - 1
    low = np.log(1e-30)
    if excess(low) <= 0:
        return 0.0
    return 2 * np.exp(brentq(excess, low, np.log(U / 2), xtol=1e-12)) / U


def formula_gain(U, gamma):
    h = U * formula_moment(U, gamma) / 2
    y = omega + gamma(omega)
    return integrate(np.log1p((h / y) ** 2)) / np.pi - h * h / U


# ---------- direct road: discretized host and diagonalization ----------
nodes, node_weights = np.polynomial.legendre.leggauss(5)
LOWEST, HIGHEST = 1e-8 * DELTA, 1e5 * DELTA


def make_bath(hybridization, edges, central_level=True):
    """Positive host energies, squared couplings, coupling of a level at 0."""
    energies, couplings = [], []
    for low, high in zip(edges[:-1], edges[1:]):
        panels = int(np.ceil(np.log(high / low) / 1.5))
        cuts = np.linspace(np.log(low), np.log(high), panels + 1)
        for a, b in zip(cuts[:-1], cuts[1:]):
            e = np.exp((a + b) / 2 + (b - a) / 2 * nodes)
            energies.append(e)
            couplings.append(node_weights * (b - a) / 2 * e
                             * hybridization(e) / np.pi)
    center = 2 * LOWEST * hybridization(LOWEST) / np.pi
    return (np.concatenate(energies), np.concatenate(couplings),
            center if central_level else None)


def diagonalize(level, bath, temperature=0.0):
    """Impurity occupation and sum of occupied energies for one spin."""
    e, v2, center = bath
    host, v = np.r_[e, -e], np.sqrt(np.r_[v2, v2])
    if center is not None:
        host, v = np.r_[host, 0.0], np.r_[v, np.sqrt(center)]
    matrix = np.diag(np.r_[level, host])
    matrix[0, 1:] = matrix[1:, 0] = v
    values, vectors = np.linalg.eigh(matrix)
    if temperature > 0:
        filling = expit(-values / temperature)
    else:
        filling = (1 - np.sign(values)) / 2
    return np.sum(vectors[0] ** 2 * filling), np.sum(values * filling)


def direct_response(bath, temperature=0.0, shift=1e-5):
    """Minus the derivative of the occupation with the level energy."""
    return (diagonalize(-shift, bath, temperature)[0]
            - diagonalize(shift, bath, temperature)[0]) / (2 * shift)


def hartree_fock(U, bath):
    """Self-consistent occupations; the start has the wrong charge."""
    down = 0.2
    for _ in range(300):
        up = diagonalize(U * (down - 0.5), bath)[0]
        new_down = diagonalize(U * (up - 0.5), bath)[0]
        change, down = abs(new_down - down), new_down
        if change < 1e-9:
            break
    assert change < 1e-9
    return up, down


def direct_gain(U, bath, up, down):
    magnetic = (diagonalize(U * (down - 0.5), bath)[1]
                + diagonalize(U * (up - 0.5), bath)[1] - U * up * down)
    return 2 * diagonalize(0.0, bath)[1] - U / 4 - magnetic


def flat(e):
    return DELTA + 0.0 * e


def dip(e):
    return DELTA * np.minimum(e / WIDTH, 1.0) ** POWER


flat_bath = make_bath(flat, [LOWEST, HIGHEST])
dip_bath = make_bath(dip, [LOWEST, WIDTH, HIGHEST])
cut_bath = make_bath(flat, [GAP, HIGHEST], central_level=False)
pushed_bath = (np.hypot(flat_bath[0], GAP), flat_bath[1], None)
hosts = {"flat": (gamma_flat, flat_bath),
         "pseudogap r=0.2": (gamma_dip, dip_bath),
         "gap, states removed": (gamma_cut, cut_bath),
         "gap, levels pushed": (gamma_pushed, pushed_bath)}


def close(a, b, relative):
    return abs(a - b) <= relative * abs(b)


# Moment produced by a given shift, all hosts; arctan law for the flat one.
for gamma, bath in hosts.values():
    for h in (0.002, 0.01, 0.03):
        direct = diagonalize(-h, bath)[0] - diagonalize(h, bath)[0]
        assert close(direct, h * response_ratio(h, gamma), 5e-4)
for h in (0.002, 0.01, 0.03):
    direct = diagonalize(-h, flat_bath)[0] - diagonalize(h, flat_bath)[0]
    assert close(direct, 2 / np.pi * np.arctan(h / DELTA), 5e-4)

# Zero-temperature thresholds from the directly computed response.
uc_flat, uc_dip = threshold(gamma_flat), threshold(gamma_dip)
direct_flat = 1 / direct_response(flat_bath)
direct_dip = 1 / direct_response(dip_bath)
assert close(direct_flat, np.pi * DELTA, 5e-4)
assert close(direct_dip, uc_dip, 5e-4)

# Self-consistency on both sides of the threshold.
for gamma, bath, uc in ((gamma_flat, flat_bath, uc_flat),
                        (gamma_dip, dip_bath, uc_dip)):
    up, down = hartree_fock(0.8 * uc, bath)
    assert abs(up - down) < 1e-6 and abs(up + down - 1) < 1e-6
    up, down = hartree_fock(1.2 * uc, bath)
    assert close(abs(up - down), formula_moment(1.2 * uc, gamma), 2e-3)
    assert abs(up + down - 1) < 1e-6

# Pure power-law threshold as the limit of a wide pseudogap.
def power_threshold(r, width):
    a = DELTA * width ** (-r) / np.cos(np.pi * r / 2)
    return (a ** (1 / (1 - r)) * (1 - r) ** 2
            * np.sin(np.pi * r / (1 - r)) / r)


for r in (0.1, 0.2, 0.3, 0.4):
    wide = threshold(lambda w: gamma_dip(w, r, 1e4 * DELTA))
    assert close(wide, power_threshold(r, 1e4 * DELTA), 1e-3)

# Divergent response at r = 1/2 (logarithm) and r = 3/4 (power).
a_half = DELTA * WIDTH ** -0.5 / np.cos(np.pi / 4)
growth = (response_ratio(1e-24, lambda w: gamma_dip(w, 0.5))
          - response_ratio(1e-20, lambda w: gamma_dip(w, 0.5)))
assert close(growth, 4 * np.log(1e4) / (np.pi * a_half ** 2), 1e-3)
r, h = 0.75, 1e-18
a_r = DELTA * WIDTH ** (-r) / np.cos(np.pi * r / 2)
power_law = (h / a_r) ** (1 / r) / (h * r * np.sin(np.pi / (2 * r)))
assert close(h * response_ratio(h, lambda w: gamma_dip(w, r)),
             power_law, 1e-3)

# Gapped hosts: moment Z for vanishing U, threshold 4T/Z^2 at low T.
z_cut = 1 / (1 + 2 * DELTA / (np.pi * GAP))
z_pushed = 1 / (1 + DELTA / GAP)
small_u_moments = []
for gamma, bath, z in ((gamma_cut, cut_bath, z_cut),
                       (gamma_pushed, pushed_bath, z_pushed)):
    up, down = hartree_fock(1e-5, bath)
    small_u_moments.append(abs(up - down))
    assert close(abs(up - down), z, 2e-3)
    assert close(1 / direct_response(bath, 1e-5, 1e-7), 4e-5 / z ** 2, 5e-3)

# Finite-temperature thresholds, and the trigamma form for the flat host.
for temperature in (1e-3, 1e-4):
    for gamma, bath in hosts.values():
        direct = 1 / direct_response(bath, temperature, 0.01 * temperature)
        assert close(direct, threshold_at(gamma, temperature), 1e-3)
    trigamma = polygamma(1, 0.5 + DELTA / (2 * np.pi * temperature))
    direct = 1 / direct_response(flat_bath, temperature, 0.01 * temperature)
    assert close(direct, 2 * np.pi ** 2 * temperature / trigamma, 1e-3)

# Comparison theorem: random symmetric hosts, levels pushed outward.
rng = np.random.default_rng(7)
largest_ratio, trials = 0.0, 200
for _ in range(trials):
    e, v2 = rng.uniform(0, 0.1, 6), rng.uniform(0, 1e-4, 6)
    before = direct_response((e, v2, None), 1e-3)
    after = direct_response((e + rng.uniform(0, 0.05, 6), v2, None), 1e-3)
    largest_ratio = max(largest_ratio, before / after)
assert largest_ratio < 1

# ---------- worked example ----------
print(f"Delta0 = {DELTA} Ha, W = {WIDTH} Ha, half gap g = {GAP} Ha")
print(f"flat host: Uc = {uc_flat:.6f} Ha = {uc_flat * EV:.4f} eV")
print(f"flat host, Uc by diagonalization = {direct_flat:.6f} Ha")
print(f"pseudogap r=0.2: Uc = {uc_dip:.6f} Ha = {uc_dip * EV:.4f} eV")
print(f"pseudogap r=0.2, Uc by diagonalization = {direct_dip:.6f} Ha")
print(f"ratio Uc(pseudogap r=0.2)/Uc(flat) = {uc_dip / uc_flat:.4f}")
print("pseudogap thresholds: r, Uc (Ha), pure power-law formula (Ha)")
for r in (0.1, 0.2, 0.3, 0.4):
    value = threshold(lambda w: gamma_dip(w, r))
    assert value < uc_flat
    print(f"  {r:.1f}  {value:.6f}  {power_threshold(r, WIDTH):.6f}")
print(f"bound-state weight Z: removed {z_cut:.4f}, pushed {z_pushed:.4f}")
print("self-consistent m at U = 1e-5 Ha: removed "
      f"{small_u_moments[0]:.4f}, pushed {small_u_moments[1]:.4f}")

print("self-consistent results: host, U (Ha), n_up+n_down, |m|,")
print("  |m| from formula, energy gain (Ha), gain from formula (Ha)")
cases = [("flat", 0.04)] + [(name, 0.02) for name in hosts]
for name, U in cases:
    gamma, bath = hosts[name]
    up, down = hartree_fock(U, bath)
    m, expected = abs(up - down), formula_moment(U, gamma)
    gain, expected_gain = direct_gain(U, bath, up, down), 0.0
    assert abs(m - expected) < 1e-3
    if expected > 0:
        expected_gain = formula_gain(U, gamma)
        assert gain > 0 and close(gain, expected_gain, 5e-3)
    else:
        assert abs(gain) < 1e-8
    gain = 0.0 if abs(gain) < 1e-8 else gain
    print(f"  {name}: {U:.2f}  {up + down:.5f}  {m:.4f}  {expected:.4f}"
          f"  {gain:.3e}  {expected_gain:.3e}")

for temperature in (1e-3, 1e-4):
    print(f"thresholds at T = {temperature:.4f} Ha"
          f" = {temperature * KELVIN:.1f} K:")
    for name, (gamma, bath) in hosts.items():
        value = threshold_at(gamma, temperature)
        print(f"  {name}: Uc = {value:.6f} Ha = {value * EV:.4f} eV")
    print(f"  4T/Z^2: removed {4 * temperature / z_cut ** 2:.6f} Ha,"
          f" pushed {4 * temperature / z_pushed ** 2:.6f} Ha")
print(f"random hosts pushed outward: {trials} trials, largest"
      f" Uc(after)/Uc(before) = {largest_ratio:.4f}")
print("all assertions hold")
```

It prints:

```
Delta0 = 0.01 Ha, W = 0.05 Ha, half gap g = 0.02 Ha
flat host: Uc = 0.031416 Ha = 0.8549 eV
flat host, Uc by diagonalization = 0.031416 Ha
pseudogap r=0.2: Uc = 0.015751 Ha = 0.4286 eV
pseudogap r=0.2, Uc by diagonalization = 0.015752 Ha
ratio Uc(pseudogap r=0.2)/Uc(flat) = 0.5014
pseudogap thresholds: r, Uc (Ha), pure power-law formula (Ha)
  0.1  0.023219  0.023488
  0.2  0.015751  0.016111
  0.3  0.009138  0.009421
  0.4  0.003688  0.003795
bound-state weight Z: removed 0.7585, pushed 0.6667
self-consistent m at U = 1e-5 Ha: removed 0.7586, pushed 0.6667
self-consistent results: host, U (Ha), n_up+n_down, |m|,
  |m| from formula, energy gain (Ha), gain from formula (Ha)
  flat: 0.04  1.00000  0.5000  0.5000  2.937e-04  2.936e-04
  flat: 0.02  1.00000  0.0000  0.0000  0.000e+00  0.000e+00
  pseudogap r=0.2: 0.02  1.00000  0.3577  0.3576  6.737e-05  6.737e-05
  gap, states removed: 0.02  1.00000  0.8116  0.8116  3.095e-03  3.095e-03
  gap, levels pushed: 0.02  1.00000  0.7410  0.7410  2.489e-03  2.489e-03
thresholds at T = 0.0010 Ha = 315.8 K:
  flat: Uc = 0.032365 Ha = 0.8807 eV
  pseudogap r=0.2: Uc = 0.021483 Ha = 0.5846 eV
  gap, states removed: Uc = 0.006758 Ha = 0.1839 eV
  gap, levels pushed: Uc = 0.008526 Ha = 0.2320 eV
  4T/Z^2: removed 0.006952 Ha, pushed 0.009000 Ha
thresholds at T = 0.0001 Ha = 31.6 K:
  flat: Uc = 0.031426 Ha = 0.8552 eV
  pseudogap r=0.2: Uc = 0.016791 Ha = 0.4569 eV
  gap, states removed: Uc = 0.000693 Ha = 0.0189 eV
  gap, levels pushed: Uc = 0.000895 Ha = 0.0244 eV
  4T/Z^2: removed 0.000695 Ha, pushed 0.000900 Ha
random hosts pushed outward: 200 trials, largest Uc(after)/Uc(before) = 0.9704
all assertions hold
```
